# The arbitrary zero of periodic energies and the second-moment potential step

Let \(\rho(\mathbf r)\) be the total charge density, nuclei counted positive and electrons negative, and \(\phi(\mathbf r)\) the electrostatic potential it produces. In Hartree atomic units

\[
\nabla^2\phi=-4\pi\rho ,
\]

and an electron at \(\mathbf r\) has the electrostatic energy \(-\phi(\mathbf r)\). A bar denotes an average over one repeating cell deep inside a material, so \(\bar\phi\) is the mean inner potential. Two zeros of potential will be used. With the vacuum zero, \(\phi\to0\) in the empty space outside a finite sample. With the zero-mean convention, \(\bar\phi\) itself is set to zero; energies in this convention carry a superscript 0.

## The belief and its appeal

The belief has two parts. The first is that an eigenvalue from a periodic calculation, such as the Fermi level of a metal, is an absolute energy, and that the energy of putting one ion into a periodic liquid or solid is absolute in the same way. The second is that the step of the mean potential across an interface is a property of the interface, on which two good models should agree.

Both parts are tempting. The eigenvalues of an isolated atom do have an absolute zero, because the potential vanishes far away, and a periodic code prints its eigenvalues in the same units and format. Eigenvalue differences within one crystal are meaningful, which suggests that the eigenvalues are too. As for the step, it follows from Poisson's equation and a charge density, with no further choice once the sample has a surface. It looks like something a voltmeter should read.

## What a periodic cell leaves open

Write the periodic potential and density as Fourier series over the reciprocal lattice vectors \(\mathbf G\). Each Laplacian brings down \(-G^2\), so Poisson's equation becomes

\[
G^2\phi(\mathbf G)=4\pi\rho(\mathbf G).
\]

For \(\mathbf G\neq0\) this gives \(\phi(\mathbf G)=4\pi\rho(\mathbf G)/G^2\). For \(\mathbf G=0\) it reads \(0\cdot\phi(0)=4\pi\rho(0)\). A neutral cell has \(\rho(0)=0\), so the equation is satisfied by any \(\phi(0)\), and \(\phi(0)\) is the mean potential. Setting it to zero is a choice.

Suppose another choice adds a constant \(c\) to \(\phi\). The one-electron Hamiltonian becomes \(H-c\). Its eigenfunctions are unchanged and each eigenvalue moves by \(-c\). The electrostatic energy of the cell changes by

\[
\tfrac12\int\rho\,(\phi+c)\,d^3r-\tfrac12\int\rho\,\phi\,d^3r
=\frac c2\int\rho\,d^3r=0 ,
\]

so the total energy of the neutral cell is safe. A charge \(q\) inserted into the given potential gains \(qc\), however, and a set of inserted charges gains \(c\sum_i q_i\). This vanishes for a neutral set and not for a single ion. Relaxation of the surroundings adds its own energy but does not remove the term \(qc\), which is the same for every position of the atoms.

The first part of the belief therefore fails for a purely periodic material. It does not follow that absolute energies are meaningless. A sample with a surface and vacuum beside it has a definite \(\bar\phi\), and the next task is to find what determines it.

## The step from vacuum into a layered crystal

Build a slab from identical planar layers a distance \(a\) apart. Let \(\rho_1(z)\) be the charge density of one layer averaged over the plane, and let it be localized, neutral and without dipole:

\[
\int\rho_1\,dz=0,\qquad \int z\rho_1\,dz=0 .
\]

Its potential \(\phi_1\) obeys \(\phi_1''=-4\pi\rho_1\). With no field on the left, \(\phi_1'(z)=-4\pi\int_{-\infty}^z\rho_1\,dz'\), and neutrality makes the field vanish on the right as well. Integrating by parts, with a boundary term that vanishes because the field does,

\[
\phi_1(\infty)-\phi_1(-\infty)=\int\phi_1'\,dz
=-\int z\phi_1''\,dz=4\pi\int z\rho_1\,dz=0 .
\]

The layer thus leaves zero potential on both sides. The integral of its potential need not be zero. Two more integrations by parts, again with vanishing boundary terms, give

\[
\int\phi_1\,dz=-\int z\phi_1'\,dz=\int\frac{z^2}{2}\phi_1''\,dz
=-2\pi\int z^2\rho_1\,dz .
\]

Deep in the slab the potential is \(\sum_n\phi_1(z-na)\). Averaging this sum over one period collects every piece of \(\phi_1\) once, so

\[
\bar\phi=\frac1a\int\phi_1\,dz=-\frac{2\pi}{a}\int z^2\rho_1\,dz .
\]

Now let the layer consist of units with three-dimensional density \(\rho_u\), one per area \(A\). Then \(\rho_1=A^{-1}\int\rho_u\,dx\,dy\), and \(aA=\Omega\) is the volume per unit. If the second moments along \(x\), \(y\) and \(z\) are equal, \(z^2\) may be replaced by \(r^2/3\):

\[
\bar\phi=-\frac{2\pi}{3\Omega}\int\rho_u r^2\,d^3r .
\]

Call this the quadrupole term. For a spherical atom the traceless quadrupole is zero, and what survives is the trace of the second-moment tensor. Electrons surround the nuclei, so for a neutral atom the integral is negative and \(\bar\phi\) is positive. The term fades as \(1/\Omega\) when the units are diluted, so no voltage is universal.

Here is a model that can be solved. Each layer has a positive and a negative Gaussian sheet of \(0.10\ e/\text{bohr}^2\), with widths (standard deviations) 0.5 and 1.5 bohr, and \(a=6\) bohr. The second moment is \(0.10\,(0.25-2.25)=-0.20\ e\), and

\[
\bar\phi=\frac{2\pi(0.20)}{6}=0.2094\ \text{Ha}/e .
\]

Diagonalizing the periodic electron Hamiltonian in plane waves, in the zero-mean convention, puts the bottom of the lowest band at \(\varepsilon^0=-0.04576\) Ha. The vacuum zero requires

\[
\varepsilon=\varepsilon^0-\bar\phi=-0.04576-0.20944=-0.25520\ \text{Ha}.
\]

A slab with vacuum on both sides, solved on a finite-difference grid, has its lowest level at \(-0.25496\) Ha for 20 layers and \(-0.25513\) Ha for 40. The small excess is mostly confinement energy: the lowest standing wave in \(N\) layers has wave number near \(\pi/(Na)\), and its energy above the band bottom goes as the square of that. The excess falls from about \(2.4\times10^{-4}\) to \(0.7\times10^{-4}\) Ha. About \(10^{-5}\) Ha of each figure is grid error. Without it the values are \(2.3\times10^{-4}\) and \(0.6\times10^{-4}\) Ha, a ratio of 3.8, which approaches the expected four as \(N\) grows (3.9 between 40 and 80 layers). The periodic eigenvalue was off the vacuum scale by 0.209 Ha, most of its final value.

## The same bulk with other surfaces

It would be another mistake to regard \(\bar\phi\) as a bulk property that the periodic code merely forgot. Add to each face of the slab a pair of sheets of \(\pm0.01\ e/\text{bohr}^2\), 1 bohr apart, with the positive sheet on the inner side. By the dipole integral above, the potential rises on the way in by

\[
4\pi(0.01)(1)=0.1257\ \text{Ha}/e .
\]

The lowest level of the 40-layer slab moves from \(-0.25513\) to \(-0.38079\) Ha, a drop of 0.1257 Ha. The layers are unchanged, and so is the periodic calculation.

Nor can one rescue a bulk value by declaring the second moment to be bulk and the dipole to be surface. Take the periodic density \(\rho(z)\) of the infinite crystal, which is symmetric about a layer at \(z=0\) and about the midplane at \(z=a/2\). Cut it sharply, either between layers, so that the cell runs from \(-a/2\) to \(a/2\), or through the layers, so that it runs from 0 to \(a\). Both cells are neutral and free of dipole about their centres. By symmetry their moments are

\[
M_A=2\int_0^{a/2}z^2\rho\,dz,\qquad
M_B=2\int_0^{a/2}\left(z-\tfrac a2\right)^2\rho\,dz .
\]

Expanding the square, and using the neutrality of the half cell to drop the constant \(a^2/4\),

\[
M_B-M_A=-2a\int_0^{a/2}z\rho\,dz .
\]

Multiplying by \(-2\pi/a\) gives the difference of the means:

\[
\bar\phi_B-\bar\phi_A=4\pi\int_0^{a/2}z\rho\,dz .
\]

The right side is a dipole step, that of the half cell by which the two surfaces differ. What one choice of cell calls second moment, another calls surface dipole. In the model the two cuts give \(\bar\phi_A=0.177\) and \(\bar\phi_B=-0.292\) Ha\(/e\). Even the cut between layers differs from the earlier 0.209, because there the Gaussian tails of the outermost layers extended into the vacuum. Here those tails are cut off, and the tails that the missing neighbours would have sent into the sample are kept, so each surface stays neutral but has a different dipole. One interior density has given three means with three surfaces.

## Ions do not feel what is inside the cores

The second part of the belief expects good models to agree on the step. Consider a simple cubic lattice, edge 6 bohr, of neutral spherical atoms. Each has a positive Gaussian charge of \(10\,e\) with width \(w_+=0.4\) bohr and an equal negative charge with width \(w_-\). A normalized three-dimensional Gaussian of width \(w\) has \(\int r^2=3w^2\), so

\[
\bar\phi=\frac{2\pi(10)}{\Omega}\left(w_-^2-w_+^2\right),\qquad \Omega=216\ \text{bohr}^3 .
\]

For \(w_-=0.8\) bohr this is 0.1396 Ha\(/e\), and for \(w_-=0.6\) bohr it is 0.0582 Ha\(/e\). By Gauss's law a neutral sphere has no potential outside its charge. At the centre of the cube, 5.2 bohr from the nearest atoms, the Gaussian tails are negligible, and with the vacuum zero both lattices have \(\phi=0\) there to the digits given. An ion at that point cannot tell the two models apart.

The periodic calculation reports something else. The Fourier sum without its \(\mathbf G=0\) term gives the potential at the cube centre as \(-0.1396\) and \(-0.0582\) Ha\(/e\). For an ion of charge \(+1\) the energy therefore differs by 0.0814 Ha, or 2.2 eV, between models that exert the same force on it wherever the atomic charge is negligible. For charge \(-1\) the difference has the opposite sign, and for a pair of opposite charges in the gaps it cancels. With the step restored,

\[
q\left(\phi^0_{\text{site}}+\bar\phi\right)=0
\]

in both models. The site term and the step each depend on the model, and their sum does not.

This requires the ion to stay outside the altered charge. If it enters a core, the models differ physically.

## Electrons enter the cores

The argument from Gauss's law does not cover an electron, which passes through the region that was altered. What can be preserved is its scattering. Outside a core the wave function obeys the same equation in both models, so the core acts on it only through the logarithmic derivative \(\psi'/\psi\) at the boundary. If two cores give the same logarithmic derivative at some energy in every angular-momentum channel (for even and for odd waves, in one dimension), they are equivalent at that energy, whatever their mean potentials. The example below matches only the even channel, which is the one that the band bottom uses.

A one-dimensional crystal of square wells shows how well this works. An isolated well of half-width \(w\) and depth \(D\) has an even bound state at energy \(\varepsilon\) when

\[
k\tan kw=\kappa,\qquad k=\sqrt{2(D+\varepsilon)},\quad \kappa=\sqrt{-2\varepsilon} .
\]

For \(w=1.0\) bohr and \(D=0.600\) Ha the lowest level is \(-0.2963\) Ha. A well of half the width has the same level if \(D=0.977\) Ha. Repeated every 8 bohr, the wells have mean potential energies \(-2wD/8\), which are \(-0.1500\) and \(-0.1221\) Ha.

Diagonalizing the periodic Hamiltonians on a grid gives zero-mean band bottoms of \(-0.1496\) Ha for the wide wells and \(-0.1769\) Ha for the narrow ones, a change of \(-0.74\) eV. Adding each mean back, so that zero is the flat potential between wells, gives \(-0.2996\) and \(-0.2990\) Ha, a change of 0.016 eV. That remainder is not a grid error. The band bottom is even about the centre of a well and about the midpoint between wells, 4 bohr away, so it obeys exactly \(k\tan kw=\kappa\tanh\kappa(4-w)\). With \(D=0.600\) and \(0.9768\) Ha this condition gives the same \(-0.2996\) and \(-0.2990\) Ha. The wells were matched at the isolated level, whereas the crystal level lies about 0.003 Ha lower, where their logarithmic derivatives no longer agree. Far from the matched energy the agreement is lost: on the same scale the two edges of the second band, at \(0.056\) and \(0.166\) Ha for the wide wells, move by \(+0.49\) and \(-0.32\) eV. Vacuum-referenced electron levels are thus independent of the core model as far as the scattering is reproduced, and no further.

## Nickel: a step that moves by volts

The size of the effect in a dense metal can be found from atomic densities. Take a nickel atom in the PBE functional, nonrelativistic, with all electrons and the def2-TZVP basis. Its configuration is fixed at \(3d^8 4s^2\), with the electrons of each shell spread equally over its orbitals so that the density is spherical. Place such atoms on a face-centred cubic lattice with a rough lattice constant of 3.5 Å, without letting the density readjust. There are four atoms per cube, so \(\Omega=72.33\ \text{bohr}^3\).

The nucleus sits at \(r=0\) and adds nothing to the second moment. If \(S\) is the sum of \(\langle r^2\rangle\) over the electrons, \(\int\rho_u r^2\,d^3r=-S\), and

\[
\bar\phi=\frac{2\pi S}{3\Omega}
=\frac{2\pi(27.211\ \text{V})}{3(72.33)}\,S
=(0.788\ \text{V})\,S ,
\]

with \(S\) in bohr². All 28 electrons give \(S=35.88\), hence \(\bar\phi=28.3\) V.

Now describe the cores differently, keeping the density of the \(3d\) and \(4s\) electrons as it is. Put the ten \(1s\), \(2s\) and \(2p\) electrons on the nucleus, leaving a point charge \(+18\). This removes 0.498 bohr² from \(S\) and lowers the mean by 0.39 V, to 27.9 V. Put the \(3s\) and \(3p\) electrons there too, leaving a point charge \(+10\). In total 6.130 bohr² is removed, and the mean falls by

\[
(0.788\ \text{V})(6.130)=4.83\ \text{V},
\]

to 23.4 V. These figures carry a basis error. Near the basis limit \(S=36.07\), the three means are 28.4, 28.0 and 23.6 V, and the 18-electron core removes 6.138 bohr², a drop of 4.84 V.

An ion at the octahedral site, midway along a cube edge of the lattice, hardly notices. Its six nearest nickel atoms are half a lattice constant away, where the core density has almost died out. With the vacuum zero, collapsing their 18-electron cores changes the potential at the site by about 1.1 mV in this basis and about 0.2 mV near the basis limit; the figure depends on how well the basis describes the faint tail of the core density. In the zero-mean convention the energy of a unit positive charge there would change by 4.8 eV.

The 28 V is not a prediction for a nickel surface. It omits bonding, magnetism, relativity and the rearrangement of charge at a real surface, and the loosely held \(4s\) electrons, which weigh heavily in \(S\), are the ones that a metal rearranges. The 4.8 V difference is less exposed to this, provided the cores in the metal resemble those of the atom. Collapse onto a point is also simpler than a practical pseudopotential, which also alters the valence density inside the core and so can change the moment again.

## What may be compared

The mean inner potential is not fictitious. For the true charge density and a specified surface it has a definite value, and a fast electron, whose wave is nearly plane, has the first-order electrostatic energy \(-\bar\phi\) inside. The error is to compare \(\bar\phi\) between models that place different charge in the cores, and to expect slow electrons or ions in the gaps to reveal the difference.

For a metal with Fermi level \(\varepsilon_F^0\) in the zero-mean convention, the work function of a face is the energy from the Fermi level to the vacuum just outside that face. Unlike faces have different vacuum levels, so \(\bar\phi\) must be measured from the one in question:

\[
W=0-\left(\varepsilon_F^0-\bar\phi\right)=\bar\phi-\varepsilon_F^0 .
\]

For two materials A and B in contact, the offset between a level in one and a level in the other is

\[
\varepsilon_A-\varepsilon_B
=\left(\varepsilon_A^0-\varepsilon_B^0\right)-\left(\bar\phi_A-\bar\phi_B\right).
\]

Here \(\bar\phi_A-\bar\phi_B\) is the step across the actual interface, with its own dipole, and not the difference of the values for two free surfaces. In each formula the separate terms may shift by volts when the core description changes. The shifts cancel, to the accuracy of the scattering, if the step and the bulk levels come from the same core description. A step from an all-electron density combined with eigenvalues from a pseudopotential would keep the whole discrepancy. The same rule holds for an ion beside an electrode: its zero-mean energy must be joined to the step of its own model, or combined with other charges into a neutral sum.
